# Why perfect regrowth after an amorphizing implant still leaves transient diffusion

**Question.** Silicon ions amorphize the top of a silicon wafer. A short anneal regrows the layer as perfect crystal, with every atom on a lattice site. Boron inside that layer nevertheless diffuses far faster than in an unimplanted wafer, for a limited time. Where do the interstitials come from, and why is their number set by what lies beyond the original amorphous-crystalline interface, and not by the implanted dose?

**Answer.** The interstitials come from crystal that was damaged but never amorphized. Regrowth repairs the layer above the interface and leaves the surplus atoms below it. When the wafer is hot, these travel to the surface through the regrown layer and move the boron on their way.

## What regrowth erases

Let $x$ be the depth, positive inward, $\Phi$ the dose per area, and $N$ the number of lattice sites per volume. The implant makes the silicon amorphous from the surface down to the interface at $x=a$. Below $a$ the lattice survives and contains vacancies and interstitials.

An interstitial is an atom in excess of the sites of a given lattice. In the amorphous layer there is no lattice, so the word has no meaning there. What remains well defined is the number of atoms. Before the implant the layer above $a$ held $Na$ atoms per area. The implant adds $\Phi$ atoms and carries a net number $Q$ through the plane $x=a$ into the crystal below. The layer then holds

$$Na+\Phi-Q .$$

Regrowth builds new lattice planes upward from the interface until these atoms are used up. At crystal density they fill a thickness

$$a+\frac{\Phi-Q}{N}.$$

The surplus $\Phi-Q$ has become a slight shift of the free surface. No point defect is needed to accommodate it.

Below $a$ the old sites persist. Their number is fixed, and $Q$ more atoms are present than before, so

$$(\text{interstitials})-(\text{vacancies})=Q .$$

When an interstitial meets a vacancy, both vanish and the difference is unchanged. If recombination below $a$ runs to completion and $Q>0$, then $Q$ interstitials per area remain. They gather in clusters in a thin band, the end-of-range damage.

Two conditions enter here. Recombination must be finished before many defects leave the band, and regrowth must be fast enough that the moving interface absorbs few of them. The second is estimated below.

The same bookkeeping covers an implant that does not amorphize. The whole crystal then keeps its sites, the plane moves to the surface, and apart from sputtered atoms the net number carried through it is $Q=\Phi$: one interstitial per ion. Amorphization moves the plane at which atoms are counted.

## Counting the atoms that cross the plane

Some ions stop below $a$. In addition, ions knock lattice atoms from above the plane to below it, and some the other way. Both kinds of transport count.

Let $v(x)$ be the number of displaced atoms per ion and per unit depth, and let each be shifted in depth by $d$, positive inward. For a given $d>0$, the atoms that cross $a$ are those that started between $a-d$ and $a$, which gives $+\int_{a-d}^{a}v\,dx$. For $d<0$, atoms that started between $a$ and $a+|d|$ leave the crystal, and they count as $-\int_a^{a+|d|}v\,dx$. Since $a+|d|=a-d$, this is again $\int_{a-d}^{a}v\,dx$. One expression serves both signs. With $x=a-s$ and an average over $d$,

$$F_{\rm rec}=\Big\langle\int_0^{d}v(a-s)\,ds\Big\rangle .$$

The shifts are short compared with the width of the damage profile, so $v(a-s)\approx v(a)-s\,v'(a)$. Integration over $s$ gives $d\,v(a)-\tfrac12d^2v'(a)$. With the ions added,

$$\frac{Q}{\Phi}=P(\text{ion stops beyond }a)+\langle d\rangle v(a)-\tfrac12\langle d^2\rangle v'(a). \tag{1}$$

The second term is a forward push: recoils inherit some of the ion's forward momentum. The third is a spreading away from the damage peak, which would exist even without a mean push. Below the damage peak $v'(a)<0$, so more atoms start just above the plane than just below it, and random shifts give a net inward flow. The first omitted term is $\tfrac16\langle d^3\rangle v''(a)$.

## Why the dose nearly drops out

Suppose that silicon turns amorphous where the displaced fraction reaches a threshold $f$. The interface then lies where

$$\Phi\,v(a)=fN. \tag{2}$$

Multiplying the push term of (1) by $\Phi$ and using (2) gives

$$\Phi\langle d\rangle v(a)=fN\langle d\rangle ,$$

which does not contain the dose. A larger dose moves the interface deeper, to a place where each ion does less damage, and the product stays fixed. Crystal that would have held additional interstitials has been amorphized, and regrowth resets it.

For a Gaussian damage profile with peak $v_p$, centre $x_d$ and width $w$, taking the logarithm of (2) gives

$$a=x_d+w\sqrt{2\ln\frac{\Phi v_p}{fN}} . \tag{3}$$

Since $v'(a)=-v(a)(a-x_d)/w^2$, the spreading term contributes

$$-\tfrac12\Phi\langle d^2\rangle v'(a)=\tfrac12 fN\langle d^2\rangle\frac{a-x_d}{w^2},$$

which grows only as fast as the interface moves.

The ion term, $\Phi P(\text{ion stops beyond }a)$, contains the dose explicitly. But the probability falls steeply as the interface moves deeper, and this offsets most of the rise. With a Gaussian ion profile and the values of the next section, the term goes only from $3.5\times10^{13}$ to $4.4\times10^{13}$ cm⁻² when the dose rises eightfold from $5\times10^{14}$ cm⁻².

## The count for a silicon implant

Take $\Phi=1\times10^{15}$ cm⁻², $N=5\times10^{22}$ cm⁻³ and $f=0.10$. The ions stop around 70 nm with a spread of 30 nm. The damage has $x_d=50$ nm, $w=30$ nm and $v_p=10$ per ion per nm. The recoil shift has mean 0.4 nm and mean square 1.0 nm². These are rounded values chosen to resemble silicon ions of some tens of keV. The mean shift is the least certain of them and is probably too large; the last section gives the effect of a smaller one.

In (3), $\Phi v_p=1\times10^{23}$ cm⁻³ and $fN=5\times10^{21}$ cm⁻³, a ratio of 20. Hence

$$a=50+30\sqrt{2\ln 20}=123.4\ \text{nm},\qquad v(a)=0.500\ \text{per ion per nm}.$$

The three terms of (1), per ion, are

- ions stopped beyond $a$: 0.037;
- forward push: $0.4\times0.500=0.200$;
- spreading: $\tfrac12\times1.0\times0.500\times73.4/900=0.020$.

Their sum is 0.258. Direct integration of the crossing count, without the expansion, also gives 0.258, so $Q=2.58\times10^{14}$ cm⁻², about a quarter of the dose. With these values, counting only the ions that stop beyond the interface would give a result seven times too small. Most of the excess consists of host atoms pushed through the plane.

A simulation of individual displacements, with a skewed distribution of shifts that has the same mean and mean square, gives $0.2575\pm0.0027$. It also shows how much cancels: before recombination there are 5.66 interstitials and 5.41 vacancies per ion beyond $a$. Less than 5 % of the interstitials survive.

The remaining atoms, $\Phi-Q=7.4\times10^{14}$ cm⁻², form a surface layer 0.15 nm thick. Sputtering of one atom per ion would remove 0.20 nm, so the surface could even recede. That alters the thickness of the regrown layer and leaves $Q$ unchanged.

When the dose rises eightfold, from $5\times10^{14}$ to $4\times10^{15}$ cm⁻², the interface moves from 114 to 139 nm, and $Q$ rises from $2.53\times10^{14}$ to $2.69\times10^{14}$ cm⁻², by 6 %. A count of the whole dose would rise by 700 %.

The opposite limit shows that $Q$ is not simply a fraction of $\Phi$. In this model the lowest dose that makes the silicon amorphous right up to the surface is $2.0\times10^{14}$ cm⁻². There $Q=2.5\times10^{14}$ cm⁻², 1.23 times the dose. The balance of atoms still holds: $\Phi-Q$ is negative, and the regrown layer is slightly thinner than the original one. That $Q$ exceeds $\Phi$ here depends on the mean shift of 0.4 nm. With 0.1 nm, $Q$ is 0.48 times the dose at this point, below $\Phi$ but still far above the fraction 0.11 it then has at $1\times10^{15}$ cm⁻². At lower doses, down to $fN/v_p=5\times10^{13}$ cm⁻², the amorphous layer is buried, with crystal above it as well, and the count needs a second interface. Below that dose nothing turns amorphous in this model.

## Why the shallow vacancies do not help

Recoils move inward on average, so they leave vacancies behind. To see where, let $F(x)$ be the net number of atoms per ion carried through a plane at depth $x$. A slice between $x$ and $x+dx$ gains $F(x)$ through its upper face and loses $F(x+dx)$ through its lower face. Its excess per unit depth is therefore $-F'(x)$.

For the example, $F$ has its maximum at 49 nm. On the shallow side of it $F$ rises with depth, and vacancies are in surplus. On the deep side interstitials are in surplus, and they remain so beyond $a$. The vacancy-rich region lies wholly inside the amorphized layer. Had the silicon stayed crystalline, those vacancies could have annihilated some of the deep interstitials during the anneal. Regrowth removes them first. This is why $Q$ can exceed $\Phi$ when the mean shift is large enough, as it is with 0.4 nm: repairing the layer also repairs its deficit.

The mean depth of the surviving excess follows by integration by parts:

$$L=\frac{1}{F(a)}\int_a^\infty x\,[-F'(x)]\,dx=a+\frac{1}{F(a)}\int_a^\infty F(x)\,dx .$$

It comes to 134.5 nm, so the band sits about 11 nm below the former interface.

## How the band drives diffusion in perfect crystal

Let $C_I$ be the concentration of free interstitials, $C_I^*$ its equilibrium value, $D_I$ their diffusivity and $S=C_I/C_I^*$ the supersaturation. The clusters release interstitials at a net rate $g(x,t)$ per volume. With $c=C_I-C_I^*$,

$$\frac{\partial c}{\partial t}=D_I\frac{\partial^2c}{\partial x^2}+g .$$

Assume that the surface holds $c=0$, that there is no other permanent sink, and that the anneal lasts until all the excess has gone. Integrate over the whole anneal. The left side gives the final minus the initial $c$, both zero, because the excess starts in clusters and ends at the surface. With $U(x)=\int c\,dt$ and a thin band at $L$ that releases $Q$ in total,

$$0=D_IU''+Q\,\delta(x-L).$$

No net flow remains on the deep side, so $U'=0$ for $x>L$. Integration across the band shows that $U'$ falls there by $Q/D_I$, so $U'=Q/D_I$ for $x<L$. With $U(0)=0$, and after division by $C_I^*$,

$$\int_0^\infty (S-1)\,dt=\frac{Q\,\min(x,L)}{D_IC_I^*}. \tag{4}$$

The release rate has disappeared. Slow clusters give a weak, long enhancement and fast ones a strong, short enhancement, with the same time integral. Time-stepped solutions for two release laws, a fixed concentration at the band and an exponential decay of the store, both reproduce (4). The excess at the end of range therefore sets the total enhancement felt in the layer above.

Suppose now that the clusters hold the supersaturation at $S_L$ while they last. After a settling time of order $L^2/D_I$, the profile between surface and band obeys $c''=0$ and is a straight line:

$$S(x)=1+(S_L-1)\frac{x}{L}.$$

The flow to the surface is $D_IC_I^*(S_L-1)/L$. Dividing the store by this flow gives the lifetime

$$\tau=\frac{QL}{D_IC_I^*(S_L-1)} . \tag{5}$$

It neglects the few interstitials in solution. The diffusion is transient because the store is finite.

## What the boron does

Boron on a lattice site is immobile until an interstitial kicks it out. It then migrates a short way and returns to a site. Let $B$ be the substitutional concentration, $M$ the mobile one with diffusivity $D_M$, $kS$ the kick-out rate and $r$ the return rate:

$$\frac{\partial B}{\partial t}=-kSB+rM,\qquad \frac{\partial M}{\partial t}=D_MM''+kSB-rM .$$

When return is fast and the migration length $\sqrt{D_M/r}$ is short compared with the width of the boron profile, $M\approx kSB/r$ is small. Adding the equations and neglecting $M$ beside $B$ in the time derivative gives

$$\frac{\partial B}{\partial t}=D_B\frac{\partial^2(SB)}{\partial x^2},\qquad D_B=\frac{D_Mk}{r},$$

where $D_B$ is the ordinary diffusivity, at $S=1$.

Consider a narrow marker at depth $x_m$, normalized to one. Multiply by $x$ and integrate by parts twice. The boundary terms vanish while the marker is away from the surface, and $x''=0$, so the mean depth stays at $x_m$. Multiplying by $x^2$, whose second derivative is 2, gives $d\langle x^2\rangle/dt=2D_B\langle S\rangle$. Because $S$ is linear across the marker, $\langle S\rangle=S(x_m)$. The width therefore follows

$$\sigma^2=\sigma_0^2+2D_BS(x_m)\,t, \tag{6}$$

until the marker reaches the surface or the band.

## The numbers at 800 °C

Take rough values $D_IC_I^*=1\times10^3$ cm⁻¹ s⁻¹, $D_I=1\times10^{-8}$ cm²/s, $D_B=4\times10^{-17}$ cm²/s and $S_L=1000$. A marker of initial width 3 nm lies at 60 nm, in the middle of the regrown layer. The anneal lasts 60 s.

The supersaturation at the marker is $1+999\times60/134.5=447$. Since $D_B=4\times10^{-3}$ nm²/s, equation (6) gives

$$\sigma^2=9+2(4\times10^{-3})(447)(60)\approx 224\ \text{nm}^2,\qquad \sigma=14.9\ \text{nm}.$$

With no excess beyond the interface, $S=1$ and the width is 3.08 nm. The crystal around the marker is equally perfect in both cases. The kick-out equations with separate mobile boron, solved for a mean-free migration scale of 5 nm, also give 14.9 nm and 3.08 nm. That length exceeds the initial width, so the agreement covers the variance only: the profile is not Gaussian, and at $S_L=1000$ its peak is about a quarter higher than that of a Gaussian of the same width.

The lifetime from (5) is

$$\tau=\frac{(2.58\times10^{14})(1.345\times10^{-5})}{(1\times10^3)(999)}\approx3.5\times10^3\ \text{s}.$$

The 60 s anneal releases 1.7 % of the store. Within that minute the width is thus set by $S_L$, and $Q$ decides how long the enhancement can continue. With $S_L$ and $L$ held fixed, counting the whole dose would predict $1.35\times10^4$ s, too long by a factor of 3.9. At $4\times10^{15}$ cm⁻² the factor would be about 15.

If the store were emptied completely, (4) would give $1.55\times10^6$ s at the marker, equal to 18 days of ordinary diffusion at 800 °C. Equation (6) can't be carried that far, because the boron would reach the surface first.

## How far the model can be trusted

In real silicon the clusters ripen, from small clusters and rod-like {311} defects towards dislocation loops, and $S_L$ falls during the anneal. This is the assumption that changes the numbers most, and a value of 1000 held for an hour should not be expected. With $S_L=100$ the marker widens to 5.5 nm in 60 s, and the lifetime becomes $3.5\times10^4$ s. Stable loops can keep part of $Q$ locked up beyond the end of a practical anneal, and then (4) overestimates the enhancement.

The count itself depends on $f$ and $\langle d\rangle$, which are known only roughly. Most recoils have low energy and leave almost sideways, so the mean shift is small: binary-collision cascades for 50 keV silicon give about 0.1 nm near the interface, not 0.4 nm. With 0.1 nm and the other values unchanged, the push term falls to $0.5\times10^{14}$ cm⁻² and $Q$ to about $1.1\times10^{14}$ cm⁻², less than half the value above, and the lifetime (5) falls in nearly the same proportion. Host atoms still make up most of the excess, and $Q$ still rises by only about 15 % when the dose rises eightfold. The threshold (2) also ignores damage that heals during the implant. If a share $s$ of the displacements survives, the interface lies where $\Phi v(a)=fN/s$, and the push term becomes $fN\langle d\rangle/s$. Healing removes pairs but not the net transport, so a warmer implant can leave more excess beyond a shallower interface.

The other neglected effects are smaller for these parameters:

- **Loss during regrowth.** At 500 nm/s regrowth takes 0.25 s. If the moving interface absorbs interstitials, its distance $y$ from the band grows from $L-a$ to $L$, and the loss is $D_IC_I^*S\int dy/(y\,v_g)=(D_IC_I^*S/v_g)\ln[L/(L-a)]$, with $v_g$ the regrowth speed. For an early supersaturation of $10^5$ this is 1.9 % of $Q$. The excess in fact begins at $a$ itself, and release from the upper edge of the band raises the loss to about 5 %. The loss grows nearly in proportion to $S$, so at $10^6$ it would no longer be small.
- **Flow into the bulk.** During the 60 s it is 2.0 % of the flow to the surface.
- **Imperfect surface sink.** A surface that acts as if it lay 10 nm farther away lengthens the lifetime by 7.4 %.
- **Width of the band.** If the release came from its upper edge at $a$, the outflow would be 9.0 % larger.
- **Boron doping.** For a marker of $5\times10^{11}$ cm⁻² and a rough intrinsic carrier density of $2\times10^{18}$ cm⁻³, the hole density exceeds the intrinsic one by 18 % at the initial peak and by 3 % at the end for a Gaussian profile, or about 4 % for the more sharply peaked kick-out profile. If $D_B$ follows the hole density, it rises by the same fractions.

Boron-interstitial clusters, which immobilize boron at high concentration, and carbon, which traps interstitials, are left out apart from the effective value of $D_I$. Both can reduce the spread.

Within these limits a rule for process design follows. If the layer is amorphous up to the surface and the ion energy is fixed, the number of interstitials left behind rises far less than in proportion to the amorphizing dose. How little it rises depends on the ion tail. The 6 % found here belongs to an ion profile as narrow as the damage profile; an ion spread of 40 nm instead of 30 nm would make it 39 %, or about 80 % if the mean recoil shift is also lowered to 0.1 nm. Ions channelled deep into the crystal act in the same direction. A higher dose also moves the band deeper, and by (5) a deeper band drains more slowly at the same $S_L$. The numerical output lists the values used here.

## Computed results

```
Dose 1.0e+15 cm^-2; site density 5.0e+22 cm^-3
Ion range 70 nm, straggle 30 nm
Damage centre 50 nm, width 30 nm
Damage peak 10 per ion per nm; threshold 0.10
Recoil shift: mean 0.4 nm, mean square 1.0 nm^2
Interface depth a = 123.4 nm; v(a) = 0.500 per ion per nm
Vacancies beyond a, before recombination: 5.41 per ion
Interstitials beyond a, same stage: 5.66 per ion
Ion tail beyond a: 0.0374 per ion
Forward push: 0.2000 per ion
Outward spreading: 0.0204 per ion
Excess, formula: 0.2578 per ion
Excess, quadrature: 0.2584 per ion
Excess, Monte Carlo: 0.2575 +- 0.0027 per ion
Q = 2.584e+14 cm^-2; dose/Q = 3.87
Surface layer from the rest: 0.148 nm
Vacancy-rich above 49.0 nm, interstitial-rich below
Mean depth of excess L = 134.5 nm
Scan: dose 5.0e+14 cm^-2, a 114.4 nm, Q 2.530e+14 cm^-2
Scan: dose 1.0e+15 cm^-2, a 123.4 nm, Q 2.584e+14 cm^-2
Scan: dose 2.0e+15 cm^-2, a 131.5 nm, Q 2.637e+14 cm^-2
Scan: dose 4.0e+15 cm^-2, a 138.8 nm, Q 2.691e+14 cm^-2
Lowest dose amorphous to surface: 2.01e+14 cm^-2
Q at that dose: 2.46e+14 cm^-2; Q/dose = 1.23
Scaled release test: lifetime 197.9, formula 200.0 (no unit)
Anneal 800 C, 60 s; D_I C_I* = 1e+03 cm^-1 s^-1
D_I = 1e-08 cm^2/s; D_B = 4e-17 cm^2/s; S at band 1000
Marker depth 60 nm, first width 3 nm, hop 5 nm
S at marker: 447
Lifetime of excess: 3479 s
Lifetime if whole dose were counted at L: 13467 s
Share of Q released in the anneal: 1.72 %
Full time integral of S-1 at marker: 1.55e+06 s = 17.9 days
Width, S at band 1: model 3.08, formula 3.08 nm
Width, S at band 100: model 5.54, formula 5.54 nm
Width, S at band 1000: model 14.93, formula 14.94 nm
Lifetime if S at band were 100: 35110 s
Regrowth at 500 nm/s takes 0.25 s
Loss in regrowth at S = 1e+05: 1.9 % of Q
Outflow to bulk / outflow to surface in anneal: 2.0 %
Surface length 10 nm: lifetime +7.4 %
Band edge at a instead of L: outflow +9.0 %
Sputtering, yield 1: surface recedes 0.20 nm
Boron dose 5e+11 cm^-2; n_i 2e+18 cm^-3
Doping factor p/n_i at peak: start 1.18, end 1.03
```
